# Resonance energy transfer relayed by a polarizable third molecule: test program

```python
# Energy transfer from donor D to acceptor A, relayed by a polarizable molecule M.
# Result under test:
#   amplitude = mu_A.[V(k,R_DA) - V(k,R_MA) alpha V(k,R_DM)].mu_D
# V: retarded dipole coupling tensor; k: wavenumber of the transferred energy;
# alpha: isotropic polarizability volume of M at that energy.
# Reduced units have 4 pi eps0 = hbar = c = 1. D sits at the origin.
# The rate is 2 pi |amplitude|^2 times the density of acceptor states.
from fractions import Fraction
from itertools import permutations
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar

X, Y, Z = np.eye(3)


def coupling_tensor(k, separation):
    R = np.linalg.norm(separation)
    n = separation / R
    nn = np.outer(n, n)
    one = np.eye(3)
    return np.exp(1j*k*R)/R**3 * ((one - 3*nn)*(1 - 1j*k*R)
                                  - (one - nn)*(k*R)**2)


def amplitudes(k, site_M, site_A, mu_D, mu_A, alpha):
    direct = mu_A @ coupling_tensor(k, site_A) @ mu_D
    relay = -alpha * (mu_A @ coupling_tensor(k, site_A - site_M)
                      @ coupling_tensor(k, site_M) @ mu_D)
    return direct, relay


# --- Test: tensor from the sum over photon modes and both time orderings.
# The contour passes below the pole p = k (outgoing wave). The Gaussian
# regulator equals one at the pole; its effect at R = 1 is exponentially small.
def mode_integral(k, width=0.1):
    s, ws = np.polynomial.legendre.leggauss(800)
    t, wt = 32.5*(s + 1), 32.5*ws
    dip = np.exp(-(t/k)**2)
    p = t - 1j*t*dip
    dp = wt*(1 - 1j*dip*(1 - 2*(t/k)**2))
    u, wu = np.polynomial.legendre.leggauss(100)
    wave = np.exp(1j*np.outer(p, u))
    ang_xx = 2*np.pi*wave @ (wu*(1 + u**2)/2)
    ang_zz = 2*np.pi*wave @ (wu*(1 - u**2))
    orderings = 1/(k - p) + 1/(-k - p)
    radial = dp*p**2*(4*np.pi)*(p/2)*orderings/(2*np.pi)**3
    radial = radial*np.exp(-(p**2 - k**2)*width**2)
    return np.array([radial @ ang_xx, radial @ ang_zz])


mode_error = 0.0
for k_test in (1.0, 2.0, 3.5):
    tensor = coupling_tensor(k_test, Z)
    closed = np.array([tensor[0, 0], tensor[2, 2]])
    error = np.max(np.abs(mode_integral(k_test) - closed))
    mode_error = max(mode_error, error)
assert mode_error < 1e-6


# --- Test: the 24 vertex orderings factorize, in exact rational arithmetic.
def ordered_sum(E, w1, w2, Er):
    total, count = Fraction(0), 0
    for order in permutations(("D", "M1", "M2", "A")):
        term = Fraction(1)
        for n_done in (1, 2, 3):
            done = order[:n_done]
            energy = E*("D" not in done) + E*("A" in done)
            energy += w1*(("D" in done) != ("M1" in done))
            energy += w2*(("M2" in done) != ("A" in done))
            energy += Er*(("M1" in done) != ("M2" in done))
            term /= (E - energy)
        total += term
        count += 1
    return total, count


for values in ((2, 3, 7, 5), (3, 1, 8, 11), (7, 4, 9, 3), (5, 13, 2, 17)):
    E, w1, w2, Er = map(Fraction, values)
    total, n_orderings = ordered_sum(E, w1, w2, Er)
    photons = (2*w1/(E**2 - w1**2)) * (2*w2/(E**2 - w2**2))
    assert total == -photons*2*Er/(Er**2 - E**2)


# --- Test: exact dynamics against the golden rule (electrostatic couplings).
# Donor energy 1; acceptor has n_lev equally spaced levels around energy 1;
# M has three degenerate excited states, one for each polarization.
def exact_and_golden(site_M, mu_D, mu_A, alpha, Er, n_lev=201, gap=1e-4):
    m = np.sqrt(alpha*(Er**2 - 1)/(2*Er))
    v = (mu_A @ coupling_tensor(0, Z) @ mu_D).real
    g_D = m*(coupling_tensor(0, site_M) @ mu_D).real
    g_A = m*(coupling_tensor(0, Z - site_M) @ mu_A).real
    levels = 1 + gap*(np.arange(n_lev) - (n_lev - 1)/2)
    acc = np.arange(1, n_lev + 1)
    size = 4 + 4*n_lev
    H = np.zeros((size, size))
    H[0, 0] = 1
    H[acc, acc] = levels
    H[0, acc] = v
    for q in range(3):
        med = n_lev + 1 + q
        triple = n_lev + 4 + q*n_lev + np.arange(n_lev)
        H[med, med] = Er
        H[triple, triple] = 1 + Er + levels
        H[0, med] = g_D[q]
        H[acc, med] = g_A[q]
        H[0, triple] = g_A[q]
        H[acc, triple] = g_D[q]
        H[med, triple] = v
    H = H + H.T - np.diag(np.diag(H))
    energy, vectors = np.linalg.eigh(H)
    weight = vectors[0]**2
    t1, t2 = 1/gap, 5/gap
    P1, P2 = [abs(np.sum(weight*np.exp(-1j*energy*t)))**2 for t in (t1, t2)]
    exact = np.log(P1/P2)/(t2 - t1)
    golden = 2*np.pi*abs(sum(amplitudes(0, site_M, Z, mu_D, mu_A, alpha)))**2/gap
    return exact, golden, 2*np.pi*v**2/gap


dD, dA, a0 = 0.015, 0.001, 0.2/64
cases = [
    ("axial, midpoint", Z/2, Z, Z, a0, 2.5),
    ("perpendicular, midpoint", Z/2, X, X, a0, 2.5),
    ("general geometry", np.array([0.3, 0.1, 0.45]),
     np.array([0.6, 0, 0.8]), np.array([0, 0.6, 0.8]), a0, 2.5),
    ("axial, negative alpha", Z/2, Z, Z, -a0, 0.5),
    ("crossed, relay only", np.array([0.3, 0, 0.5]), X, Z, 0.02, 2.5)]
dynamics = []
for name, site, eD, eA, alpha, Er in cases:
    exact, golden, bare = exact_and_golden(site, dD*eD, dA*eA, alpha, Er)
    # finite acceptor bandwidth and higher-order couplings: below two percent
    assert abs(exact/golden - 1) < 0.02, (name, exact, golden)
    dynamics.append((name, exact, golden, bare))
assert dynamics[0][1] > dynamics[0][3]
assert dynamics[1][1] < dynamics[1][3]
assert dynamics[3][1] < dynamics[3][3]


# --- Test: orientation average over D and A by quadrature on two spheres.
def averaged_formula(site_M, site_A, alpha):
    R, r1 = np.linalg.norm(site_A), np.linalg.norm(site_M)
    r2 = np.linalg.norm(site_A - site_M)
    cos_D = site_A @ site_M/(R*r1)
    cos_A = site_A @ (site_A - site_M)/(R*r2)
    cos_M = -site_M @ (site_A - site_M)/(r1*r2)
    x = alpha*R**3/(r1*r2)**3
    return 1 - x*(1 + 3*cos_D*cos_A*cos_M) + 1.5*(1 + cos_M**2)*x**2


u, wu = np.polynomial.legendre.leggauss(4)
phi = 2*np.pi*np.arange(8)/8
sphere = np.array([[np.sqrt(1 - a*a)*np.cos(f), np.sqrt(1 - a*a)*np.sin(f), a]
                   for a in u for f in phi])
w_sphere = np.repeat(wu/2, 8)/8


def averaged_quadrature(site_M, site_A, alpha):
    direct = coupling_tensor(0, site_A).real
    relay = -alpha*(coupling_tensor(0, site_A - site_M)
                    @ coupling_tensor(0, site_M)).real
    rates = [w_sphere @ (sphere @ K @ sphere.T)**2 @ w_sphere
             for K in (direct + relay, direct)]
    return rates[0]/rates[1]


rng = np.random.default_rng(4)
for _ in range(6):
    site_M, site_A = rng.normal(size=3), 2*rng.normal(size=3)
    value = averaged_quadrature(site_M, site_A, 0.05)
    assert abs(value/averaged_formula(site_M, site_A, 0.05) - 1) < 1e-9

# --- Test: axial dipoles with M on the perpendicular bisector (R = 1).
for h in (0.0, 0.2, 0.7, 2.5):
    r_sq = 0.25 + h*h
    c2 = 0.25/r_sq
    direct, relay = amplitudes(0, Z/2 + h*X, Z, Z, Z, 0.01)
    law = 0.01*(1 - 15*c2 + 18*c2**2)/(2*r_sq**3)
    assert abs(relay/direct - law) < 1e-10

# --- Test: far-zone phase law, dipoles normal to the plane of the sites.
for h in (500.0, 523.0, 900.0):
    A_far = 4000*Z
    M_far = 1700*Z + h*X
    direct, relay = amplitudes(1.0, M_far, A_far, Y, Y, 0.01)
    r1, r2 = np.linalg.norm(M_far), np.linalg.norm(A_far - M_far)
    law = 0.01*4000/(r1*r2)*np.exp(1j*(r1 + r2 - 4000))
    assert abs(relay/direct/law - 1) < 5e-3  # neglected terms are of order 1/(kr)

# --- Worked example: lengths in nm, energies in eV, dipoles in debye.
E_eV, R, dipole, alpha, overlap = 2.0, 2.0, 5.0, 0.03, 1.0
k = E_eV*sc.e/(sc.hbar*sc.c)*1e-9
debye = 1e-21/sc.c
scale = (dipole*debye)**2/(4*np.pi*sc.epsilon_0*1e-27)/sc.e*1e3  # meV nm^3
site_A, middle = R*Z, R*Z/2


def rate(amplitude_meV):
    return 2*np.pi/(sc.hbar/sc.e)*abs(amplitude_meV*1e-3)**2*overlap


print(f"largest mode-integral error (reduced units): {mode_error:.1e}")
print(f"time orderings summed: {n_orderings}")
print("exact dynamics: rate/golden rule ; rate/rate without M")
for name, exact, golden, bare in dynamics:
    ratio = f"{exact/bare:.3f}" if bare > 1e-20 else "no direct rate"
    print(f"  {name}: {exact/golden:.4f} ; {ratio}")
print(f"transfer energy: {E_eV:.1f} eV ; D-A distance: {R:.1f} nm")
print(f"each dipole: {dipole:.1f} D ; alpha': {alpha:.3f} nm^3")
print(f"spectral overlap J: {overlap:.1f} 1/eV")
print(f"k: {k:.5f} 1/nm ; kR: {k*R:.5f}")
print(f"mu_D mu_A/(4 pi eps0 R^3): {scale/R**3:.4f} meV")
print(f"midpoint parameter x = 64 alpha'/R^3: {64*alpha/R**3:.4f}")
examples = [("axial, M at midpoint", middle, Z, Z),
            ("perpendicular, M at midpoint", middle, X, X),
            ("axial, M 1 nm off axis", middle + X, Z, Z),
            ("crossed (D x, A z), M 0.6 nm off axis", middle + 0.6*X, X, Z)]
retardation = 0.0
for name, site, eD, eA in examples:
    d, m = [scale*a for a in amplitudes(k, site, site_A, eD, eA, alpha)]
    print(f"{name}:")
    print(f"  direct {d.real:.4f} meV ; relayed {m.real:.4f} meV")
    print(f"  rate without M {rate(d):.4e} 1/s ; with M {rate(d + m):.4e} 1/s")
    if abs(d) > 1e-12:
        d0, m0 = amplitudes(0, site, site_A, eD, eA, alpha)
        full, near = abs(1 + m/d)**2, abs(1 + m0/d0)**2
        retardation = max(retardation, abs(full/near - 1))
        print(f"  rate ratio {full:.4f}")
print(f"largest retardation change of rate ratio: {retardation:.1e}")


def axial_ratio(h):
    d, m = amplitudes(0, middle + h*X, site_A, Z, Z, alpha)
    return abs(1 + m/d)**2


h_in = brentq(lambda h: axial_ratio(h) - 1, 0.3, 0.8)
h_out = brentq(lambda h: axial_ratio(h) - 1, 2.5, 5.0)
for h, sign in ((h_in, 1), (h_out, -1)):
    c2 = (R/2)**2/((R/2)**2 + h*h)
    assert abs(c2 - (15 + sign*np.sqrt(153))/36) < 1e-6
best = minimize_scalar(axial_ratio, bounds=(h_in, 2.0), method="bounded")
print(f"axial crossovers, M off axis by: {h_in:.4f} nm and {h_out:.4f} nm")
print(f"strongest axial suppression: {best.fun:.4f} at {best.x:.4f} nm")


def averaged_at(h, polarizability=alpha):
    return averaged_quadrature(middle + h*X, site_A, polarizability)


h_avg = brentq(lambda h: averaged_at(h) - 1, 0.1, 1.0)
weak = 1e-6  # nm^3, isolates the interference term
h_weak = brentq(lambda h: (averaged_at(h, weak) - 1)/weak, 0.1, 1.0)
c2_weak = (R/2)**2/((R/2)**2 + h_weak**2)
assert abs(c2_weak - (3 + np.sqrt(33))/12) < 1e-4
apex = 2*np.degrees(np.arctan((R/2)/h_weak))
print(f"averaged rate ratio, M at midpoint: {averaged_at(0):.4f}")
print(f"averaged rate ratio, equilateral: {averaged_at(np.sqrt(3)*R/2):.5f}")
print(f"averaged crossover, M off axis by: {h_avg:.4f} nm")
print(f"averaged crossover, weak alpha: {h_weak:.4f} nm, angle at M {apex:.2f} deg")
R_cancel = brentq(lambda s: sum(amplitudes(0, s*Z/2, s*Z, X, X, alpha)).real,
                  0.8, 2.0)
assert abs(R_cancel - 4*alpha**(1/3)) < 1e-8
print(f"formal cancellation distance, perpendicular: {R_cancel:.4f} nm")
print(f"radiation-reaction parameter 2 k^3 alpha'/3: {2*k**3*alpha/3:.2e}")
d, m = amplitudes(k, 1000*Z + 300*X, 2000*Z, Y, Y, alpha)
print(f"|relayed/direct|, R = 2000 nm, M 300 nm off axis: {abs(m/d):.2e}")
print("all assertions hold")
```

Running it gives:

```
largest mode-integral error (reduced units): 4.5e-09
time orderings summed: 24
exact dynamics: rate/golden rule ; rate/rate without M
  axial, midpoint: 1.0030 ; 1.966
  perpendicular, midpoint: 1.0003 ; 0.640
  general geometry: 1.0006 ; 0.988
  axial, negative alpha: 1.0028 ; 0.361
  crossed, relay only: 0.9994 ; no direct rate
transfer energy: 2.0 eV ; D-A distance: 2.0 nm
each dipole: 5.0 D ; alpha': 0.030 nm^3
spectral overlap J: 1.0 1/eV
k: 0.01014 1/nm ; kR: 0.02027
mu_D mu_A/(4 pi eps0 R^3): 1.9505 meV
midpoint parameter x = 64 alpha'/R^3: 0.2400
axial, M at midpoint:
  direct -3.9017 meV ; relayed -1.8726 meV
  rate without M 1.4532e+11 1/s ; with M 3.1829e+11 1/s
  rate ratio 2.1903
perpendicular, M at midpoint:
  direct 1.9501 meV ; relayed -0.4681 meV
  rate without M 3.6301e+10 1/s ; with M 2.0966e+10 1/s
  rate ratio 0.5776
axial, M 1 nm off axis:
  direct -3.9017 meV ; relayed 0.1170 meV
  rate without M 1.4532e+11 1/s ; with M 1.3674e+11 1/s
  rate ratio 0.9409
crossed (D x, A z), M 0.6 nm off axis:
  direct 0.0000 meV ; relayed -0.3477 meV
  rate without M 0.0000e+00 1/s ; with M 1.1543e+09 1/s
largest retardation change of rate ratio: 6.7e-05
axial crossovers, M off axis by: 0.5616 nm and 3.5616 nm
strongest axial suppression: 0.9224 at 0.7959 nm
averaged rate ratio, M at midpoint: 1.6528
averaged rate ratio, equilateral: 0.99487
averaged crossover, M off axis by: 0.6505 nm
averaged crossover, weak alpha: 0.6102 nm, angle at M 117.22 deg
formal cancellation distance, perpendicular: 1.2429 nm
radiation-reaction parameter 2 k^3 alpha'/3: 2.08e-08
|relayed/direct|, R = 2000 nm, M 300 nm off axis: 5.61e-09
all assertions hold
```
